# Waiting Times for Release from an Exponential Distribution of Trap Depths, part 2

A carrier in a disordered memory layer is caught in a trap, waits a time $t$, and is released by heat. The density $\psi(t)$ of this wait, from capture to first release, is wanted. Depth $E\ge0$ is measured downward from the band edge. Captures have the depth density $g(E)=e^{-E/E_0}/E_0$, which is also that of the traps if all have the same capture cross-section. Assumption 2 is that release has the constant rate $r(E)=\nu e^{-E/kT}$, with the attempt frequency $\nu$ independent of depth. The traps are taken as nearly empty, the field as weak and tunnelling as negligible.

With $\alpha=kT/E_0$ (written `a` in the computed values) and $u=r/\nu$,
$$p(u)=\frac{1}{E_0}\,u^{\alpha}\,\frac{kT}{u}=\alpha\,u^{\alpha-1},\qquad 0<u<1. \tag{3}$$
$$\psi(t)=\alpha\nu\,(\nu t)^{-1-\alpha}\,\gamma(1+\alpha,\nu t),\qquad
\gamma(z,x)=\int_0^{x}y^{z-1}e^{-y}\,dy. \tag{4}$$
For $\nu t\gg1$, $\psi$ and the fraction still trapped, $S$, become
$$\boxed{\;\psi(t)\simeq\alpha\,\Gamma(1+\alpha)\,\nu^{-\alpha}\,t^{-1-\alpha},\qquad \alpha=\frac{kT}{E_0},\quad \nu t\gg1\;} \tag{6}$$
$$S(t)\simeq\Gamma(1+\alpha)(\nu t)^{-\alpha}. \tag{7}$$
Here $\Gamma$ is the gamma function. Without a greatest depth, the mean wait is finite only for $\alpha>1$.

Part (e) showed that carriers released at time $t$ come from a band of depths about $2kT$ wide, near $E_d(t)=kT\ln(\nu t)$. The band's peak at 1 ms is at $0.525$ eV. A fraction $(\nu t)^{-\alpha}$ of captures is deeper than $E_d$.

The example has $E_0=50$ meV, $\nu=10^{12}$ s$^{-1}$, $T=300$ K, $kT=25.852$ meV and $\alpha=0.517$. In part (j), $e$ in $eF$ and $e^2$ is the elementary charge, $\varepsilon_0$ the vacuum permittivity, $\varepsilon_r$ the relative permittivity, $m$ the tunnelling mass and $\hbar$ the reduced Planck constant.

Part (g) asks what a greatest trap depth changes.

**Solution.** A real tail ends somewhere. Let the depths stop at $E_m$, and put $u_m=e^{-E_m/kT}$. The fraction of $g$ that is kept is $1-e^{-E_m/E_0}=1-u_m^\alpha$, so the density must be divided by it. The rates now cover $u_m<u<1$, and the substitution $y=u\nu t$ gives
$$\psi_m(t)=\alpha\nu(\nu t)^{-1-\alpha}\,
\frac{\gamma(1+\alpha,\nu t)-\gamma(1+\alpha,\nu t\,u_m)}{1-u_m^{\alpha}} . \tag{13}$$
The power law needs $\nu t\gg1$ and $\nu t\,u_m\ll1$, so it occupies the window
$$\frac1\nu\ll t\ll\frac{e^{E_m/kT}}{\nu}.$$
Beyond the window the slowest rate takes over and the decay is exponential, apart from a power of $t$.

The mean is finite for every $\alpha$. For $\alpha\neq1$,
$$\langle t\rangle_m=\frac{\alpha}{\nu(1-u_m^\alpha)}\int_{u_m}^1u^{\alpha-2}du
=\frac{\alpha}{(1-\alpha)\,\nu}\;\frac{u_m^{\alpha-1}-1}{1-u_m^{\alpha}} . \tag{14}$$

Let the example have $E_m=1.0$ eV. The release time at that depth is $6.3\times10^4$ s, about 17 hours. The ratio of (13) to the density without a greatest depth is $1.000$ at 1 ms, $0.991$ at 3600 s and $0.37$ at $10^5$ s. The mean wait from (14) is $1.4\times10^{-4}$ s, while the median is about 3 ps. The mean is set by rare captures near the bottom of the tail, and it would change strongly if $E_m$ were changed.

### (h) Which changes of the model alter the exponent?

**Solution.** Consider four changes, one at a time.

*A uniform lowering of the barrier.* Suppose every release barrier is reduced by $D$, and traps with $E<D$ empty at the rate $\nu$. A fraction $1-e^{-D/E_0}$ of the captures is of this shallow kind. For the rest, put $E'=E-D$. Their weight is $g(E)=e^{-D/E_0}g(E')$ and their rate is $\nu e^{-E'/kT}$, which is the original problem. Hence
$$\psi_D(t)=\left(1-e^{-D/E_0}\right)\nu e^{-\nu t}+e^{-D/E_0}\,\psi(t). \tag{15}$$
At late times the density is multiplied by $e^{-D/E_0}$ and the exponent is unchanged. The late density falls although release is faster, because fewer carriers are left to be released late.

*Removal of the shallowest traps.* A state shallower than about $kT$ hardly acts as a trap. In the example such states take the fraction $1-e^{-\alpha}=0.40$ of the captures. If they are left out, the remaining density is $e^{-(E-kT)/E_0}/E_0$ for $E>kT$. This is $g$ multiplied by $e^{kT/E_0}=e^\alpha=1.68$. The late density rises by that factor and the exponent stays.

*A cross-section that depends on depth.* Here assumption 2 must be traced to its source. In equilibrium, captures into a trap balance releases from it. Let $n$ be the carrier density in the band, $v$ the thermal speed, $\sigma_c$ the capture cross-section and $f$ the occupation of the trap. Then
$$n\,v\,\sigma_c\,(1-f)=r f .$$
With the chemical potential $\mu$ measured from the band edge, a dilute band has $n=N_ce^{\mu/kT}$, where $N_c$ is its effective density of states. A trap at energy $-E$, with no extra degeneracy, has $f/(1-f)=e^{(\mu+E)/kT}$. Dividing,
$$r=n v\sigma_c\,\frac{1-f}{f}=\sigma_c\,v\,N_c\,e^{-E/kT}. \tag{16}$$
The attempt frequency is $\nu=\sigma_cvN_c$, so it varies with depth if the cross-section does.

Let $\sigma_c\propto e^{E/E_M}$, and let the traps themselves keep the tail energy $E_0$. The captures are weighted with $\sigma_c$, so their density decays as $e^{-bE}$ with $b=1/E_0-1/E_M$. The rate decays as $e^{-cE}$ with $c=1/kT-1/E_M$. For $b,c>0$, the substitution $u=e^{-cE}$ gives the density $(b/c)u^{b/c-1}$, and the new exponent parameter is
$$\alpha'=\frac bc=\frac{1/E_0-1/E_M}{1/kT-1/E_M}. \tag{17}$$
A tenfold rise per $0.5$ eV means $E_M=0.5/\ln10=0.217$ eV, or $1/E_M=4.61$ eV$^{-1}$. Then $\alpha'=(20-4.61)/(38.68-4.61)=0.452$ in place of $0.517$. This change does alter the exponent.

*A depth density that is not exponential.* Only a depth range of order $kT$ matters at a given time, by part (e). If $\ln g$ is nearly straight over that range, $g$ acts there as an exponential with the local tail energy $-1/(d\ln g/dE)$. The local slope is then
$$\frac{d\ln\psi}{d\ln t}\approx-1+kT\left.\frac{d\ln g}{dE}\right|_{E_d(t)} . \tag{18}$$
For a Gaussian, $g\propto e^{-E^2/2w^2}$, the second term is $-kT\,E_d/w^2$ and grows with time. With $w=0.15$ eV, $E_d$ is $0.179$ eV at 1 ns and $0.536$ eV at 1 ms, and (18) gives slopes of $-1.21$ and $-1.62$. The direct average gives $-1.213$ and $-1.611$. A slope that stays constant over many decades needs, in this model, a tail that is exponential once structure finer than about $kT$ is smoothed out.

### (i) Work out the numbers for the memory layer.

**Solution.** At $t=1$ ms, (6) gives
$$\psi=0.517\times0.887\times10^{12}\ \text{s}^{-1}\times(10^9)^{-1.517}
=1.02\times10^{-2}\ \text{s}^{-1}.$$
Dividing (7) by (6) gives $S=t\psi/\alpha$, so
$$S=\frac{10^{-3}\times1.02\times10^{-2}}{0.517}=1.97\times10^{-5}.$$

| $t$ | $\psi$ (s$^{-1}$) | still trapped |
|---|---|---|
| 1 ns | $1.29\times10^{7}$ | $2.49\times10^{-2}$ |
| 1 µs | $3.62\times10^{2}$ | $7.01\times10^{-4}$ |
| 1 ms | $1.02\times10^{-2}$ | $1.97\times10^{-5}$ |
| 1 s | $2.86\times10^{-7}$ | $5.54\times10^{-7}$ |

Each factor of 1000 in time lowers the trapped fraction by $1000^{0.517}\approx36$. An exponential decay has no such constant ratio.

With $E_0$ and $\nu$ held fixed, the slope at 1 ms is $-1.431$ at 250 K, $-1.517$ at 300 K and $-1.617$ at 358 K (85 °C). These slopes come from direct integration over depth and agree with $-1-kT/E_0$. After 1 s the trapped fraction at 85 °C is $3.5\times10^{-8}$, about sixteen times less than at 300 K. If $\sigma_c$ is constant, (16) makes $\nu$ grow as $T^2$, since $v\propto T^{1/2}$ and $N_c\propto T^{3/2}$. By (6) the late density at 85 °C is then multiplied by $(358/300)^{-2\times0.617}=0.80$.

### (j) Size the effects that the model neglects.

**Solution.** *Field lowering.* In a field $F$, a neutral trap of radius $0.5$ nm loses about $eF\times0.5$ nm of its barrier. At $0.1$ MV/cm, or $0.01$ V/nm, this is 5 meV, and (15) gives the late factor $e^{-0.1}=0.905$.

A trap that is charged when empty attracts the carrier. Along the field the energy is $-q/x-eFx$ with $q=e^2/(4\pi\varepsilon_0\varepsilon_r)$. Its maximum lies where $q/x^2=eF$ and has the value
$$-D=-2\sqrt{q\,eF}.$$
For $\varepsilon_r=4$, $D=0.120$ eV at $0.1$ MV/cm and $0.379$ eV at 1 MV/cm. The smaller value already gives the factor $e^{-2.4}=0.091$. This is an upper estimate of the effect, since the barrier is lowered by the full $D$ in the field direction alone. It also assumes an isolated trap. At $0.1$ MV/cm the maximum lies at $x=\sqrt{q/eF}=6$ nm, while $10^{19}$ traps per cm$^3$ have a typical spacing of only $(10^{19}\ \text{cm}^{-3})^{-1/3}=4.6$ nm, and for random placement the nearest neighbour lies on average $2.6$ nm away. If the neighbours are charged too, their wells overlap and the field lowers the barrier by much less than $D$.

*Tunnelling helped by heat.* A carrier may be heated to an energy $\epsilon$ below the band edge and tunnel through the triangular barrier that the field leaves. The leading tunnelling exponent is
$$\frac2\hbar\int_0^{\epsilon/eF}\!\!\sqrt{2m(\epsilon-eFx)}\,dx=B\epsilon^{3/2},\qquad B=\frac{4\sqrt{2m}}{3\hbar eF}.$$
Relative to full thermal release, the rate is $\exp(\epsilon/kT-B\epsilon^{3/2})$. The exponent is greatest at $\sqrt\epsilon=2/(3BkT)$, where it equals
$$\frac{\epsilon}{3kT}=\frac{4}{27B^2(kT)^3}=\frac{\hbar^2e^2F^2}{24\,m\,(kT)^3}.$$
For $m$ equal to half the electron mass, this exponential at its greatest is $1.04$ at $0.1$ MV/cm and about $39$ at 1 MV/cm. The greatest value alone does not measure the tunnelling rate: it tends to 1 as $F\to0$, where tunnelling vanishes. The range of energies that contribute must be included. A common estimate of the tunnelling rate relative to thermal release is
$$\int_0^{E}e^{\epsilon/kT-B\epsilon^{3/2}}\,\frac{d\epsilon}{kT}.$$
For a trap at $E=0.525$ eV it gives about $0.9$ at the lower field and about $440$ at the higher. The estimate leaves out the prefactor of the tunnelling probability, and the semiclassical exponent is small at the lower field, so both numbers are only orders of magnitude. Tunnelling is then of the order of thermal release at the lower field and much stronger than it at the higher. For a neutral trap the weak-field assumption thus becomes doubtful near the lower field and fails clearly at the higher. For a trap that is charged when empty, the barrier lowering found above already matters at the lower field.

*Tunnelling over a fixed distance.* If an empty state or an electrode lies at distance $d$, the rate is roughly $\nu e^{-2\kappa d}$ with $\kappa=\sqrt{2mE}/\hbar$. It equals the thermal rate when $E/kT=2d\sqrt{2mE}/\hbar$, that is at
$$E_\times=\frac{8\,m\,d^2(kT)^2}{\hbar^2}.$$
For $d=5$ nm this is $0.877$ eV, where thermal release takes about 540 s. At the depth that empties at 1 ms, tunnelling has $0.3\%$ of the thermal rate. With such a neighbour the density bends gradually below the power law: for a tail with no greatest depth it is about $14\%$ lower at 540 s and nearly half lower at 5000 s. With the greatest depth of $1.0$ eV from part (g), tunnelling shortens the release time at the bottom of the tail to about 5000 s, and the density at that time is about $60\%$ lower.

*Filling.* With $10^{19}$ traps and $10^{13}$ carriers per cm$^3$, one capture each fills a fraction $10^{-6}$ of the traps at every depth. Carriers that are caught repeatedly sink to deeper levels. The traps deeper than $E_d$ at 1 ms number $10^{19}\times(10^9)^{-0.517}=2.2\times10^{14}$ cm$^{-3}$, still well above the number of carriers. At 1 s they number only $6\times10^{12}$ cm$^{-3}$, fewer than the carriers, so for carriers that are caught repeatedly the assumption of nearly empty traps has failed by then. At $10^{18}$ carriers per cm$^3$ the first captures alone fill $10\%$ of the traps.

*Beside real devices.* In the tail treated here, half of the captured carriers are released for the first time within about 3 ps. A charge-trap memory that keeps its state for years needs much deeper levels. With the same $\nu$ at 300 K, a release time of ten years, or $3\times10^8$ s, requires the depth $kT\ln(\nu t)=1.2$ eV. The model suits the brief trapping of a dilute packet in shallow states. A programmed cell breaks the assumption of nearly empty traps, with $10\%$ filling at $10^{18}$ cm$^{-3}$, and stored charge can bring fields towards 1 MV/cm: at this carrier density a layer 20 nm thick with $\varepsilon_r=4$ reaches $0.9$ MV/cm if all the flux leaves through one face, and a thinner layer reaches proportionally less. At 1 MV/cm the Coulomb estimate, which overstates the effect, multiplies the late density by $e^{-0.379/0.050}\approx5\times10^{-4}$. The exponent survives a uniform lowering, but the prefactor does not.

## Computed values

```
tail energy E0: 50 meV
attempt frequency nu: 1.0e+12 1/s
temperature T: 300 K; kT: 25.852 meV
a = kT/E0: 0.5170
log slope of psi at 250.00 K, 1 ms: -1.4309
log slope of psi at 300.00 K, 1 ms: -1.5170
log slope of psi at 358.15 K, 1 ms: -1.6173
log slope of psi at 870.34 K, 1 ms: -2.5000
temperature where a = 1: 580.2 K
t = 1e-09 s: psi = 1.2891e+07 1/s, still trapped = 2.4932e-02
t = 1e-06 s: psi = 3.6237e+02 1/s, still trapped = 7.0086e-04
t = 1e-03 s: psi = 1.0187e-02 1/s, still trapped = 1.9702e-05
t = 1e+00 s: psi = 2.8636e-07 1/s, still trapped = 5.5385e-07
median wait: 2.935 ps
power-law relative error at nu*t = 10: 1.767e-04
bound on that error: 1.852e-04
peak release depth at 1 ms: 0.5250 eV
mean release depth at 1 ms: 0.5344 eV
spread of release depth: 24.81 meV
mean from waits below 1 ms: 2.109e-08 s
mean from waits below 1 s: 5.929e-07 s
mean wait at a = 1.5: 3.000 ps
greatest depth: 1.0 eV
release time at greatest depth: 6.299e+04 s
psi with/without greatest depth, 0.001 s: 1.0000
psi with/without greatest depth, 3600 s: 0.9907
psi with/without greatest depth, 100000 s: 0.3711
mean wait with greatest depth: 1.390e-04 s
Gaussian depth width: 0.15 eV
Gaussian slope at 1 ns: -1.213; at 1 ms: -1.611
fraction of traps shallower than kT: 0.404
tail factor if those are left out: 1.677
relative permittivity: 4.0; neutral radius: 0.5 nm
neutral lowering at 0.1 MV/cm: 5.0 meV
tail factor, neutral trap: 0.905
Coulomb lowering at 0.1 MV/cm: 0.120 eV
Coulomb lowering at 1.0 MV/cm: 0.379 eV
tail factor, Coulomb trap, 0.1 MV/cm: 0.0907
tunnelling mass: 0.5 electron masses
assisted-tunnelling rate factor at 0.1 MV/cm: 1.037
assisted-tunnelling rate factor at 1.0 MV/cm: 39.457
tunnelling distance: 5.0 nm
tunnel/thermal rate at 1 ms peak depth: 2.63e-03
depth where tunnelling takes over: 0.877 eV
thermal release time at that depth: 5.42e+02 s
trap density: 1e+19 1/cm3; packet: 1e+13 1/cm3
occupancy after one capture, packet: 1.0e-06
traps deeper than kT*ln(nu*t) at 1 ms: 2.22e+14 1/cm3
programmed cell: 1e+18 1/cm3; occupancy: 0.10
tail factor at 358.15 K if nu goes as T^2: 0.804
still trapped after 1 s at 358.15 K: 3.507e-08
a if nu and capture rise tenfold per 0.5 eV: 0.4518
```
